# Ladder Vertex Corrections and Current Conservation in an Alloy Chain

A transport calculation for an alloy device in the coherent-potential approximation (CPA) yields an averaged Green function. One must then decide whether to insert it directly into the transmission formula or to solve a further linear system, the ladder equation, for each energy and lead. For the 12-site example below the two choices give transmissions of 0.175 and 0.533; averaging over all alloy sequences gives 0.494. The shortcut loses current inside the device. The ladder removes the loss, though the CPA remains an approximation.

## Chain, leads and current

Consider $N$ sites with nearest-neighbour hopping $H_{i,i\pm1}=-b$, $b>0$. Site $i$ has energy $\varepsilon_q$ with probability $c_q$, independently of the other sites. The leads have the same hopping and zero site energy. Scattering is elastic, electrons do not interact, and the bias is small.

In the leads $E=-2b\cos k$, $0<k<\pi$. An outgoing wave obeys $\psi_{N+1}=e^{ik}\psi_N$, so eliminating a lead adds $-be^{ik}$ to its end site. With $\Sigma$ the sum of both lead terms, $\Gamma=i(\Sigma-\Sigma^\dagger)=\Gamma_L+\Gamma_R$ has the entry

$$v=2b\sin k \tag{1}$$

on each end site (energy units; $\hbar$ and the lattice spacing are omitted).

Let $R=(E-H-\Sigma)^{-1}$ for one alloy sequence. A wave $e^{ikj}+re^{-ikj}$ on the left gives $\psi_0=e^{ik}\psi_1+1-e^{2ik}$. The first term is the lead self-energy. The remainder is a source $-b(1-e^{2ik})=ive^{ik}$ on site 1. Hence $\psi_i=ive^{ik}R_{i1}$ and, since both leads have the same velocity,

$$T=|\psi_N|^2=v^2|R_{N1}|^2=\mathrm{Tr}\,\Gamma_LR\Gamma_RR^\dagger. \tag{2}$$

The last form uses the symmetry of $R$. The matrix $R\Gamma_LR^\dagger=\psi\psi^\dagger/v$ describes unit incident flux. Currents are linear in it, so its average determines the average current.

## The averaged medium

The CPA replaces the site energies by complex numbers $S_i$. With $H_0$ the hopping part of $H$,

$$G=(E-H_0-\Sigma-S)^{-1},\qquad g_i=G_{ii}. \tag{3}$$

If species $q$ replaces the medium on site $i$ alone, repeated scattering gives a geometric series:

$$t_{iq}=\frac{\varepsilon_q-S_i}{1-(\varepsilon_q-S_i)g_i},\qquad \sum_qc_qt_{iq}=0. \tag{4}$$

The second equation is the CPA condition. We take its causal solution, $\mathrm{Im}\,S_i\le0$, and define $\Lambda_i=-2\,\mathrm{Im}\,S_i$ and $A=i(G-G^\dagger)$. From (3),

$$(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger+S-S^\dagger=-i(\Gamma+\Lambda).$$

Multiplication by $G$ on the left and $G^\dagger$ on the right gives

$$A=G(\Gamma+\Lambda)G^\dagger. \tag{5}$$

For one sequence the same algebra gives $i(R-R^\dagger)=R\Gamma R^\dagger$, without $\Lambda$. The extra term is the rate at which the averaged amplitude loses intensity. Disorder absorbs no electrons, so this intensity must reappear as scattered waves.

## Where current is lost

Let $X$ be a site-diagonal lead source, for example $X=\Gamma_L$. Allow an as yet unknown site-diagonal source $\Omega$ of scattered waves:

$$D=G(X+\Omega)G^\dagger. \tag{6}$$

Since $G^{-1}D=(X+\Omega)G^\dagger$ and $D(G^\dagger)^{-1}=G(X+\Omega)$, subtraction and the diagonal element give

$$-[H_0,D]_{ii}+i(\Gamma_{ii}+\Lambda_i)D_{ii}
=i(X_i+\Omega_i)A_{ii}. \tag{7}$$

Here $g_i^*-g_i=iA_{ii}$ was used. Multiply by $-i$. Because $H_0$ is real and $D$ Hermitian, $i[H_0,D]_{ii}=\sum_jJ_{i\to j}$ with $J_{i\to j}=2H_{ij}\,\mathrm{Im}\,D_{ij}$. The sign is right: a wave $e^{ikj}$ gives $2b\sin k>0$ to the right. Thus

$$\sum_jJ_{i\to j}=(X_iA_{ii}-\Gamma_{ii}D_{ii})+(\Omega_iA_{ii}-\Lambda_iD_{ii}). \tag{8}$$

The first bracket is exchange with the leads. The second would be a source or sink inside the alloy. It is absent for each real sequence, hence also from the true average. Using $G$ alone sets $\Omega=0$ and leaves a loss $\Lambda_iD_{ii}$ at each site. Summed over the chain, for a left source,

$$v(A_{11}-D_{11})-vD_{NN}=\sum_i\Lambda_iD_{ii}. \tag{9}$$

## The ladder

The exact resolvent is $R=G+GMG$, where

$$M=\sum_it_i+\sum_{i\ne j}t_iG_{ij}t_j+\cdots, \tag{10}$$

and neighbouring factors belong to different sites, since repeated scattering on one site is already inside $t_i$. In the average of $RXR^\dagger$, a site that occurs once gives zero by (4). Keep the products in which $M$ and $M^\dagger$ visit the same sites in the same order, and average each pair of visits separately, even if a site recurs after others. The last visit, to site $i$, contributes

$$w_i=\sum_qc_q|t_{iq}|^2, \tag{11}$$

and the rest of the product has the same form again. The source of scattered waves is therefore

$$\Omega_i=w_i\Big\{[GXG^\dagger]_{ii}+\sum_{j\ne i}|G_{ij}|^2\Omega_j\Big\}. \tag{12}$$

This is the ladder equation. The term $j=i$ is excluded because $t_i$ contains it. The corresponding transmission is

$$T_{\rm CPA}=\mathrm{Tr}\,\Gamma_RG(\Gamma_L+\Omega)G^\dagger, \tag{13}$$

with $\Omega$ computed from $X=\Gamma_L$.

## Why the ladder conserves current

First consider the imaginary part of the CPA condition. Write $1/t_{iq}=1/(\varepsilon_q-S_i)-g_i$; the case $\varepsilon_q=S_i$ follows by continuity. Since $S_i^*-S_i=i\Lambda_i$ and $g_i-g_i^*=-iA_{ii}$,

$$t_{iq}-t_{iq}^*=|t_{iq}|^2\left(\frac1{t_{iq}^*}-\frac1{t_{iq}}\right)
=i|t_{iq}|^2\left(\frac{\Lambda_i}{|\varepsilon_q-S_i|^2}-A_{ii}\right).$$

The average of the left side is zero. On the right, (4) gives $t_{iq}/(\varepsilon_q-S_i)=1+t_{iq}g_i$. Its mean squared modulus is $1+w_i|g_i|^2$, because the term linear in $t_{iq}$ averages to zero. Hence

$$\Lambda_i(1+w_i|g_i|^2)=w_iA_{ii}. \tag{14}$$

Next, (6) shows that the brace in (12) equals $D_{ii}-|g_i|^2\Omega_i$. Therefore

$$\Omega_i(1+w_i|g_i|^2)=w_iD_{ii}. \tag{15}$$

Multiply (15) by $A_{ii}$, use (14), and divide by the positive bracket:

$$\Omega_iA_{ii}=\Lambda_iD_{ii}. \tag{16}$$

The second bracket of (8) vanishes at every site. The proof assumes neither weak disorder nor a uniform medium, but it requires a converged CPA solution: a residual in (4) becomes a residual in the current.

## Why no other site-diagonal correction works

Suppose the energies on each site really fluctuate, so that $w_i>0$. No site is cut off from both leads. If $G_{1i}=G_{Ni}=0$, the equations for column $i$ of $G$, followed inward from both ends, make $G_{ii}$ and its neighbours zero, which contradicts $G^{-1}G=1$ at site $i$. Thus $[G\Gamma G^\dagger]_{ii}>0$, and by (5) and (14) $A_{ii}$ and $\Lambda_i$ are positive.

Write any site-diagonal correction as $\Omega_i=\Lambda_i\phi_i$. Zero loss at each site requires $\phi_i=D_{ii}/A_{ii}$, or

$$A_{ii}\phi_i-\sum_j|G_{ij}|^2\Lambda_j\phi_j=[GXG^\dagger]_{ii}. \tag{17}$$

From (5), $A_{ii}-\sum_j|G_{ij}|^2\Lambda_j=[G\Gamma G^\dagger]_{ii}>0$. The matrix in (17) is strictly diagonally dominant, so its solution is unique. By (16) it is the ladder. At the site with the largest $\phi_i$, (17) with $X=\Gamma_L$ gives

$$\phi_i\le\frac{|G_{i1}|^2}{|G_{i1}|^2+|G_{iN}|^2}\le1,$$

and the smallest $\phi_i$ is likewise non-negative. So $\phi_i$ is a local occupation between those of the two leads.

Conservation of the total current alone is weaker. It is one equation for $N$ unknowns, and a suitable constant $\phi$ would satisfy it while leaving sources on some sites and sinks on others.

Multiplied by $\Lambda_i$, (17) is also the condition that a voltage probe of coupling $\Lambda_i$ draws no current. The CPA device with its ladder has the transmission of a chain with a floating probe on every site. The probes represent no inelastic process; they express the loss of phase relations between scattering paths in the ladder.

The ladder can be summed by iteration. Let $B_{ij}=w_i|G_{ij}|^2$ for $i\ne j$ and $B_{ii}=0$. Equations (5) and (14) give $\Lambda=B\Lambda+w[G\Gamma G^\dagger]$, with the last term positive. Hence $(B\Lambda)_i<\Lambda_i$ for all $i$, which bounds the spectral radius of the non-negative matrix $B$ below one.

## Weak disorder and the first error

Let the site energies have zero mean and variance $\mu_2$. The clean Green function is $G_{ij}=-(i/v)e^{ik|i-j|}$, so to second order $S_i=-i\mu_2/v$. Each site changes the forward amplitude by $(-i/v)S_i=-\mu_2/v^2$, and $G$ alone gives

$$T_0=1-2N\mu_2/v^2. \tag{18}$$

The ladder adds $v^2\sum_i|G_{Ni}|^2\mu_2|G_{i1}|^2=N\mu_2/v^2$. Thus

$$T_{\rm CPA}=1-N\mu_2/v^2. \tag{19}$$

A site radiates equally to both sides, so half of what leaves the coherent beam still reaches the right lead.

What does (12) omit? A surviving product that the ladder omits or weights wrongly needs at least two sites, each visited at least twice, counting visits in $M$ and $M^\dagger$ together. The error therefore starts at fourth order. Take sites $i<j$ and put $\theta=2k(j-i)$. List the sites in the order the wave meets them. Each scattering in the amplitude brings $-i/v$, each in the conjugate brings $+i/v$, and each step back from $j$ to $i$ brings $e^{i\theta}$. Apart from $\mu_2^2/v^4$, the omitted terms are:

- four scatterings in one amplitude, $ijij$ and $jiji$: $2\cos\theta+2\cos2\theta$;
- three against one, $iji$ with $j$ and $jij$ with $i$: $-4\cos\theta$, the sign coming from $(-i)^3i=-1$;
- two against two in opposite order, $ij$ with $ji$: $2\cos\theta$.

These include the complex conjugates. The terms in $\cos\theta$ cancel, leaving

$$\langle T\rangle-T_{\rm CPA}=2\left(\frac{\mu_2}{v^2}\right)^2\sum_{i<j}\cos4k(j-i) \tag{20}$$

at fourth order. Writing the sum through $|\sum_je^{4ikj}|^2$ turns it into

$$\sum_{i<j}\cos4k(j-i)=\frac12\left[\frac{\sin^2(2kN)}{\sin^2(2k)}-N\right]. \tag{21}$$

At the band centre, $k=\pi/2$, every cosine is one and the error grows as $N(N-1)$.

A test took $N=7$, $k=1.1$ and two species split by $0.03\,b$, the upper with probability 0.3. The average ran over all sequences, and over both signs of the disorder to remove odd orders. With $\langle T\rangle$ computed by wave matching from site to site, which uses no Green function, the test gave $\langle T\rangle-T_{\rm CPA}=-2.426\times10^{-8}$; (20) gives $-2.428\times10^{-8}$. The total reflection was $4.163\times10^{-4}$, against $N\mu_2/v^2=4.164\times10^{-4}$.

A single site is the opposite limit. There (10) has one term, nothing is omitted, and the CPA is exact at any disorder strength. Its resolvent is $1/(iv-\varepsilon)$, so $\langle T\rangle=\sum_qc_qv^2/(v^2+\varepsilon_q^2)$. For $E=-0.5\,b$ and energies $2b$ and $-0.7b$ with probabilities 0.3 and 0.7, $v^2=3.75\,b^2$ and

$$\langle T\rangle=0.3\,\frac{3.75}{7.75}+0.7\,\frac{3.75}{4.24}=0.7643,$$

which is also the computed CPA value with the ladder.

## A superlattice as an alloy chain

In a GaAs/AlGaAs superlattice with perfect planes, each transverse mode moves along a chain of coupled wells. Let each of 12 wells be 17 or 19 monolayers wide with equal probability, and let the contacts be ordered superlattices with 18-monolayer wells. The barriers are 2.26 nm thick and the device is 88 nm long. Rough typical inputs are a band offset of 0.23 eV and masses of 0.067 and 0.092 electron masses in well and barrier.

The envelope equation for ordered superlattices then gives a contact hopping $b=11.14$ meV and site energies of $+5.445$ and $-4.897$ meV relative to the contact miniband centre. The electron energy is 10 meV below that centre, so $\cos k=10/22.28$, $k=1.105$ and $v=19.91$ meV.

With $G$ alone, 0.9984 of the incident flux enters, 0.1751 leaves on the right and 0.8233 disappears. The ladder gives the same current, 0.5327, on every bond. On the seventh well $\Lambda=2.882$ meV and $\Omega=1.396$ meV, an occupation of $1.396/2.882=0.484$. The spectral radius of the ladder series is 0.494.

The average over all 4096 sequences is 0.4942, so the conserving CPA is 7.8% high relative to it. With spin, a transverse mode at this longitudinal energy has a conductance of 41.3 µS in the CPA and 38.3 µS in the full average. With energy and disorder fixed, the length dependence is:

| Wells | Full average | With ladder | $G$ alone |
|---:|---:|---:|---:|
| 4 | 0.763 | 0.776 | 0.565 |
| 8 | 0.606 | 0.631 | 0.314 |
| 12 | 0.494 | 0.533 | 0.175 |
| 16 | 0.410 | 0.461 | 0.098 |

Equation (20) gives the scale of the remaining error. Half the level splitting is 5.171 meV, so $\mu_2/v^2=5.171^2/19.91^2=0.067$. The sum (21) is about $-5.2$, and the predicted difference is about $-0.05$; the computed one is $-0.039$. Only rough agreement can be expected, since $N\mu_2/v^2=0.81$ is not small.

## Long chains

Far from the ends of a long chain, $|G_{ij}|^2$ depends on the separation alone, is even in it and decays. A linear $\phi_i$ then balances the probe currents, with a current proportional to its slope. The total drop in occupation is fixed, so $1/T_{\rm CPA}$ grows linearly with $N$. Numerically it rises by 4.405 from 60 to 120 wells and by 4.405 again from 120 to 180.

The true chain localizes. At 180 wells the CPA gives 0.0704, whereas 20,000 random sequences give a mean of $0.0035\pm0.0002$ (standard error) and a typical value $\exp\langle\ln T\rangle=1.7\times10^{-6}$. The ladder guarantees conservation, but it does not supply the omitted interference.

## What the real structure changes

The fixed-hopping chain is a coarse model of this superlattice. Averaging the full envelope equation over the same sequences gives 0.649, 31% above the chain's 0.494 and a larger shift than the CPA error. Two simplifications of the chain each move the average by an amount comparable to this shift. The first is the fixed hopping. Narrow wells have higher levels and also larger hopping: 12.31 meV for 17 monolayers, 10.12 meV for 19. At this energy the larger hopping partly offsets the higher level. If each bond is given the geometric mean of the hoppings of its two wells, with the contact value for the contact wells, the chain average rises from 0.494 to 0.628. The second is the cosine band. At this energy the envelope equation gives a Bloch phase of 1.30 in the contacts rather than 1.105, and $\cos k=0$ lies 4.8 meV below the midpoint of the band edges. Site energies read at that point ($+4.79$ and $-4.34$ meV), used with $k=1.30$ and fixed hopping, give 0.627; both changes together give 0.697, above 0.649. Nor does the hopping correction help at every energy: 10 meV above the centre it lowers the chain average from 0.504 to 0.379, while the envelope equation gives 0.524. The cause of the shift is therefore not isolated.

Other changes are smaller at low temperature. Islands over 20% of each well, wide enough to leave transverse motion intact, lower the CPA value from 0.533 to 0.526 if they add a monolayer and to 0.478 if they remove one. A rough nonparabolic correction of the well mass alone gives 0.513; lowering the barrier mass below the barrier edge in the same way gives about 0.55, so the sign of this correction is not settled. Smaller islands that mix transverse modes lie outside the chain model and were not sized.

Thermal averaging of the full chain average gives 0.494 at 4 K and 0.401 at 77 K, where 14% of the thermal window lies outside the miniband. The mean dwell time is about 0.4 ps. With a rough optical-phonon emission time of 0.15 ps, the absorption time from the phonon occupation alone is 34 ps at 77 K but 0.45 ps at 300 K. Adding the Fermi occupation of the final state shortens the lifetime at the Fermi level to about 17 ps and 0.28 ps. Elastic transport is thus defensible against this process at 77 K and fails at room temperature. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Weak test: sites 7, k 1.1 rad, contrast 0.03 hop, c 0.3
Weak test: N*mu2/v^2 = 4.1643e-04
Weak test: 1-T brute 4.1628e-04, CPA without ladder 8.3251e-04
Weak test: brute minus CPA+ladder = -2.4257e-08
Weak test: fourth-order crossed formula = -2.4276e-08
One site, strong disorder: T brute 0.764265, CPA+ladder 0.764265
Inputs: monolayer 0.283 nm, band offset 0.23 eV
Inputs: well mass 0.067, barrier mass 0.092 electron masses
Inputs: barrier 8 monolayers = 2.264 nm
Inputs: wells 17 or 19 monolayers, probability 0.5; contacts 18
Inputs: 12 wells, energy -10.0 meV from contact miniband centre
Contact miniband centre = 75.17 meV above the well bottom
Hopping = 11.140 meV, miniband width = 44.56 meV
Site energies: 17 layers +5.445 meV, 19 layers -4.897 meV
k = 1.1053 rad, v = 19.909 meV
Device length = 88.3 nm
Mid-chain S = 0.2243 -1.4412 i meV
Mid-chain Lambda = 2.8825 meV, w = 31.052 meV^2
Mid-chain Omega (left source) = 1.3959 meV
Spectral radius of the ladder series = 0.4943
Occupation (left 1, right 0): first well 0.7242, last 0.2758
Without ladder: entering 0.9984, leaving 0.1751, lost 0.8233
With ladder: transmission = 0.5327 (same on every bond)
Brute-force average transmission = 0.4942
Relative error of CPA+ladder = +7.80 %
Conductance per transverse mode: CPA+ladder 41.28 uS, brute 38.29 uS
Wells | brute force | CPA+ladder | CPA without ladder
    4 | 0.7631 | 0.7760 | 0.5649
    8 | 0.6058 | 0.6314 | 0.3141
   12 | 0.4942 | 0.5327 | 0.1751
   16 | 0.4101 | 0.4607 | 0.0976
CPA+ladder T at 60, 120, 180 wells: 0.1851, 0.1020, 0.0704
CPA 1/T increments per 60 wells: 4.4049, 4.4049
180 wells, 20000 samples: mean T = 0.0035 +- 0.0002
180 wells: typical T, exp(mean ln T) = 1.67e-06
Neglected, full envelope equation: brute-force T = 0.6487
Hopping of 17 and 19 layer wells: 12.306, 10.119 meV
Gap to the second miniband = 125.2 meV
Neglected, islands on 20 % of each well: CPA+ladder T = 0.5264
Neglected, nonparabolic mass 0.0704 (gap 1.5 eV): CPA+ladder T = 0.5130
Thermal brute-force T at 4 K = 0.4939, window inside miniband 1.0000
Thermal brute-force T at 77 K = 0.4009, window inside miniband 0.8565
Mean dwell time = 0.395 ps
Phonon inputs: energy 36.0 meV, emission time 0.15 ps (rough)
Phonon absorption time: 77 K 33.9 ps, 300 K 0.45 ps
```
